# Are phonons from a supercell shorter than the force range wrong?

## Question

I compute phonons by displacing atoms in a periodic supercell and recording the forces. In my crystal the force constants reach further than half the supercell, and some reach beyond its whole length. A displaced atom then acts on a given neighbour both directly and through its periodic images, so the constants I extract are not the true ones.

I conclude that every frequency I obtain is contaminated, and that none can be trusted until the supercell exceeds the force range. Is that right? I also find an imaginary acoustic branch close to $\Gamma$. Does it mean that the crystal is unstable?

## Answer

The premise is right, but the conclusion does not follow. Your constants are sums over images. At wavevectors whose waves fit into the supercell, these sums are what the dynamical matrix needs, and the frequencies there are exact for your energy model. The error arises at other wavevectors, where the sums have to be interpolated. An imaginary branch seen only there does not establish an instability.

I assume harmonic forces, and force constants whose sum over the lattice converges absolutely. "Exact" means equal to the infinite-crystal result of the same energy model, not equal to experiment.

### What the supercell measures

Let $u_{\kappa\alpha}(\mathbf R)$ be the displacement of atom $\kappa$ in primitive cell $\mathbf R$ along direction $\alpha$. The force constants of the infinite crystal are

$$
\Phi_{\kappa\alpha,\kappa'\beta}(\mathbf R)=
\frac{\partial^2E}{\partial u_{\kappa\alpha}(\mathbf 0)\,\partial u_{\kappa'\beta}(\mathbf R)} .
$$

Since force is minus the energy gradient, the harmonic force on an atom in cell $\mathbf 0$ is

$$
F_{\kappa\alpha}(\mathbf 0)=-\sum_{\mathbf R\kappa'\beta}
\Phi_{\kappa\alpha,\kappa'\beta}(\mathbf R)\,u_{\kappa'\beta}(\mathbf R).
$$

Insert the wave $u_{\kappa\alpha}(\mathbf R)=M_\kappa^{-1/2}e_{\kappa\alpha}\,e^{i(\mathbf q\cdot\mathbf R-\omega t)}$ into $M_\kappa\ddot u_{\kappa\alpha}=F_{\kappa\alpha}$. The left side in cell $\mathbf 0$ is $-\omega^2M_\kappa^{1/2}e_{\kappa\alpha}e^{-i\omega t}$. Cancelling the minus signs and the time factor, then dividing by $M_\kappa^{1/2}$, gives $D(\mathbf q)\,e=\omega^2e$ with

$$
D_{\kappa\alpha,\kappa'\beta}(\mathbf q)=
\frac{1}{\sqrt{M_\kappa M_{\kappa'}}}
\sum_{\mathbf R}\Phi_{\kappa\alpha,\kappa'\beta}(\mathbf R)\,e^{i\mathbf q\cdot\mathbf R}.
$$

Now take a supercell of $N$ primitive cells with translations $\mathbf L$. Moving an atom in cell $\mathbf R$ by $d$ also moves its replicas in all cells $\mathbf R+\mathbf L$ by $d$. The force response divided by $-d$ is therefore

$$
\Phi^S(\mathbf R)=\sum_{\mathbf L}\Phi(\mathbf R+\mathbf L),
$$

where the atom and direction indices are understood. The separate terms cannot be recovered from this sum.

### Why the sum is enough at some wavevectors

Call $\mathbf q$ commensurate if $e^{i\mathbf q\cdot\mathbf L}=1$ for every supercell translation. Each primitive lattice vector can be written in one way as $\mathbf R+\mathbf L$, with $\mathbf R$ among the $N$ cells of the supercell, denoted $S$. Absolute convergence allows the terms to be grouped accordingly:

$$
\begin{aligned}
\sum_{\text{all }\mathbf R'}\Phi(\mathbf R')e^{i\mathbf q\cdot\mathbf R'}
&=\sum_{\mathbf R\in S}\sum_{\mathbf L}
\Phi(\mathbf R+\mathbf L)e^{i\mathbf q\cdot\mathbf R}e^{i\mathbf q\cdot\mathbf L}\\
&=\sum_{\mathbf R\in S}e^{i\mathbf q\cdot\mathbf R}
\sum_{\mathbf L}\Phi(\mathbf R+\mathbf L)
=\sum_{\mathbf R\in S}\Phi^S(\mathbf R)e^{i\mathbf q\cdot\mathbf R}.
\end{aligned}
$$

The second line uses $e^{i\mathbf q\cdot\mathbf L}=1$. Nothing was assumed about the force range relative to the supercell.

Physically, all replicas of an atom move identically in a commensurate wave. Their separate contributions are not needed, because the wave itself adds them with equal phases.

The same fact can be read from the supercell's normal modes. There are $N$ inequivalent commensurate wavevectors, since the primitive Brillouin zone has $N$ times the volume of the supercell's zone. Waves with different commensurate $\mathbf q$ and $\mathbf q'$ are orthogonal. To see this, choose $\mathbf R_0$ with $e^{i(\mathbf q-\mathbf q')\cdot\mathbf R_0}\ne1$. Shifting the summation variable by $\mathbf R_0$ multiplies $\sum_{\mathbf R\in S}e^{i(\mathbf q-\mathbf q')\cdot\mathbf R}$ by this factor but only permutes its terms, so the sum must vanish.

With $n$ atoms per primitive cell, the $N$ wavevectors supply $3nN$ independent patterns, as many as the supercell has coordinates. Translation symmetry keeps different $\mathbf q$ uncoupled. The spectrum of the mass-weighted supercell Hessian is thus the union of the spectra of $D(\mathbf q)$ at the commensurate wavevectors.

### Where the error enters

At any other $\mathbf q$, the terms in $\Phi^S(\mathbf R)$ should carry different phases, but only their sum is known. A usual choice gives the whole sum the phase of the shortest image of the atom pair, and shares it equally between images of equal length.

Let $\mathbf w(\mathbf R)$ be the lattice vector assigned to a true vector $\mathbf R$; for ties, average the phase over the tied vectors. Writing $\Phi^S$ as its sum of true constants gives

$$
D^{\rm int}(\mathbf q)-D(\mathbf q)=
\frac{1}{\sqrt{M_\kappa M_{\kappa'}}}
\sum_{\mathbf R}\Phi(\mathbf R)
\left[e^{i\mathbf q\cdot\mathbf w(\mathbf R)}-e^{i\mathbf q\cdot\mathbf R}\right].
$$

Since $\mathbf w(\mathbf R)-\mathbf R$ is a supercell translation, the bracket vanishes at commensurate $\mathbf q$. Elsewhere it generally does not, although contributions may cancel at particular points.

### A chain you can check by hand

Take identical atoms of mass $M=50$ u with spacing $a=0.25$ nm. Springs to neighbours one to five have the model values

$$
K_1,\ldots,K_5=30,\,-10,\,4,\,2,\,1\ \text{N/m}.
$$

The energy is $E=\tfrac12\sum_j\sum_nK_n(u_{j+n}-u_j)^2$. Each atom belongs to two springs of every order, so its force is

$$
F_j=\sum_nK_n(u_{j+n}+u_{j-n}-2u_j).
$$

Hence $\Phi(\pm n)=-K_n$ and $\Phi(0)=2\sum_nK_n=54$ N/m. With $\theta=qa$, a wave gives

$$
M\omega^2=2\sum_{n=1}^{5}K_n(1-\cos n\theta).
$$

Now use a supercell of four atoms, which is shorter than the longest spring. In N/m, the image sums are

$$
\begin{aligned}
\Phi^S(0)&=\Phi(0)+\Phi(4)+\Phi(-4)=54-2-2=50,\\
\Phi^S(1)&=\Phi(1)+\Phi(-3)+\Phi(5)=-30-4-1=-35,\\
\Phi^S(2)&=\Phi(2)+\Phi(-2)=10+10=20,\\
\Phi^S(3)&=\Phi(-1)+\Phi(3)+\Phi(-5)=-30-4-1=-35.
\end{aligned}
$$

Position 3 has the shortest image $-1$. Position 2 is tied between $+2$ and $-2$. The interpolated stiffness is therefore

$$
(M\omega^2)^{\rm int}=50-70\cos\theta+20\cos2\theta .
$$

The commensurate values are $\theta=0,\ \pi/2,\ \pi$ and $3\pi/2$, the last equivalent to $-\pi/2$. At $\theta=0$ both expressions vanish. At $\theta=\pi/2$ the supercell gives $50-0-20=30$ N/m, while the true springs give

$$
2[30(1)-10(2)+4(1)+2(0)+1(1)]=30\ \text{N/m}.
$$

At $\theta=\pi$ the supercell gives $50+70+20=140$ N/m, and the true springs give

$$
2[30(2)-10(0)+4(2)+2(0)+1(2)]=140\ \text{N/m}.
$$

The corresponding frequencies, $\nu=\omega/2\pi$, are 3.025 and 6.535 THz.

Halfway between $\Gamma$ and the first nonzero commensurate point, at $\theta=\pi/4$, the exact stiffness is 22.64 N/m and the interpolated one only 0.50 N/m. The frequencies are 2.63 and 0.39 THz. The error formula shows the origin of the difference. A pair of constants at $\pm n$, assigned to $\pm w$, contributes

$$
-K_n(2\cos w\theta-2\cos n\theta)=2K_n(\cos n\theta-\cos w\theta).
$$

Neighbours 3, 4 and 5 are assigned to $-1$, $0$ and $1$. They contribute $-11.31$, $-8.00$ and $-2.83$ N/m, which add up to the difference of $-22.14$ N/m.

### Folding is not truncation

The worry that even the commensurate frequencies are spoiled applies to a different operation: keeping the true short-range constants and discarding the rest. Keep only $K_1$ and $K_2$, and rebuild the on-site constant so that a uniform translation costs no energy. The stiffness at $\theta=\pi/2$ becomes $2[30(1)-10(2)]=20$ N/m instead of 30, and at $\theta=\pi$ it becomes $2[30(2)-10(0)]=120$ N/m instead of 140.

The supercell does not discard the long springs. It adds them to the constants at shorter separations, and at commensurate wavevectors they act there with the correct phase. For the same reason, you should not set measured constants to zero afterwards if you want to keep this exactness.

### The imaginary branch near $\Gamma$

Write $c=\cos\theta$ and use $\cos2\theta=2c^2-1$:

$$
(M\omega^2)^{\rm int}=30-70c+40c^2=10(1-c)(3-4c).
$$

This is negative for $3/4<c<1$. The interpolated branch is imaginary from just beyond $\Gamma$ to $qa/2\pi=0.115$, although its endpoint at $\Gamma$ and the next commensurate value are exact.

The true chain is stable. To show it, insert $\cos3\theta=4c^3-3c$, $\cos4\theta=8c^4-8c^2+1$ and $\cos5\theta=16c^5-20c^3+5c$ into the exact stiffness. Collecting powers gives

$$
\begin{aligned}
M\omega^2
&=2(15-23c+36c^2+4c^3-16c^4-16c^5)\\
&=2(1-c)(15-8c+28c^2+32c^3+16c^4)\\
&=2(1-c)\left[16c^2(1+c)^2+12c^2-8c+15\right].
\end{aligned}
$$

The first term in the bracket is never negative. The remaining quadratic has discriminant $64-720<0$ and is positive. Thus $M\omega^2>0$ for every $\theta$ except zero and its equivalents. The imaginary branch is created by the interpolation.

The long-wave limit makes this plain. For small $\theta$, $1-\cos n\theta\approx n^2\theta^2/2$, so the true stiffness is

$$
M\omega^2\approx\theta^2\sum_nn^2K_n
=(30-40+36+32+25)\theta^2=83\,\theta^2\ \text{N/m}.
$$

The interpolated expression has $1-c\approx\theta^2/2$ and $3-4c\approx-1$, which gives $-5\,\theta^2$ N/m. An exact frequency at $\Gamma$ therefore does not secure the slope there. Since $\omega=v|q|$ for long waves, the true sound velocity is $v=a\sqrt{(83\ \text{N/m})/M}=7.90$ km/s. The four-atom interpolation has no real sound velocity.

### How larger supercells help

For this chain, the long-wave coefficient $M\omega^2/\theta^2$ and the largest interpolation error in $M\omega^2$ found on a fine grid of $q$ are:

| $N$ | Coefficient (N/m) | Largest error (N/m) |
|---:|---:|---:|
| 4 | −5 | 22.2 |
| 6 | 35 | 8.4 |
| 8 | 67 | 3.7 |
| 10 | 83 | 0 |

The largest error does not fall steadily with size: it is 8.6 N/m for $N=7$ and 4.0 N/m for $N=9$, each above the value of the preceding even size. At each size, the commensurate errors are at rounding level. For $N=10$ the interpolation is exact everywhere, for a simple reason. If the springs reach neighbour $p$ and $N>2p$, every nonzero constant already sits at its shortest image. If $N=2p$, the constants at $+p$ and $-p$ are combined, but they are equal, and sharing their sum equally restores both.

The sharing matters. In the four-atom cell, assigning all of $\Phi^S(2)$ to $+2$ would replace $20\cos2\theta$ by $20e^{2i\theta}$. The imaginary part, $20\sin2\theta$, vanishes at the commensurate points but equals 20 N/m at $\theta=\pi/4$. A one-by-one dynamical matrix with an imaginary part is not Hermitian.

### What to do with your calculation

First find out whether the imaginary frequency occurs at a commensurate wavevector. If it does, and the forces are converged and harmonic, it belongs to your energy model; a larger supercell at the same level of theory returns the same value there, provided the wavevector is still commensurate with it. A larger supercell that does not contain this wavevector only interpolates at it and can hide the instability. If it occurs between such points, choose a supercell that makes the suspicious wavevector commensurate. In the chain, $\theta=2\pi/9$ lies inside the imaginary branch: $c=0.766>3/4$, and the four-atom interpolation gives $-0.15$ N/m. This wave fits into nine atoms, and that supercell returns the exact, positive 21.15 N/m there, even though its interpolation still errs elsewhere.

Two conditions need attention in practice. The electronic sampling must be equivalent when supercells are compared, or the energy model itself has changed. In polar crystals, the dipole interaction falls as $R^{-3}$ and its lattice sum is not absolutely convergent. With the electrostatics summed periodically (Ewald), the supercell is still exact at commensurate $\mathbf q\ne0$, because such a wave is a displacement pattern of the periodic cell. At $\Gamma$ it lacks the macroscopic field, so it does not give the direction-dependent limit $\mathbf q\to0$, and interpolation needs the dipole part treated separately.

The argument is not special to one dimension. The numerical check also treats a two-atom cubic crystal with nonlinear pair forces in a skewed four-cell supercell. In reduced units, the largest error of any element of $D$ at the commensurate wavevectors is $2\times10^{-7}$, where the largest element is 9.3. That residue comes from the finite displacement of $10^{-4}$ and scales as its square. At a wavevector off that set, the largest error is 5.5. This model crystal is itself unstable, with an eigenvalue of $-1.41$ at a commensurate wavevector; it tests the identity of the matrices, which does not depend on stability.

## Computed values

```
Chain mass: 50.0 u; spacing: 0.25 nm
Springs to neighbours 1..5 (N/m): [30.0, -10.0, 4.0, 2.0, 1.0]
Four-atom supercell constants, n = 0..3 (N/m): [50.0, -35.0, 20.0, -35.0]
Stiffness M*omega^2 (N/m): qa/2pi, exact, interpolated, truncated
  0.000     0.0000     0.0000     0.0000
  0.125    22.6447     0.5025    -2.4264
  0.250    30.0000    30.0000    20.0000
  0.375    93.3553    99.4975    82.4264
  0.500   140.0000   140.0000   120.0000
Frequency (THz; i = imaginary): same columns
  0.000    0.000    0.000    0.000
  0.125    2.628    0.392   0.860i
  0.250    3.025    3.025    2.470
  0.375    5.337    5.510    5.015
  0.500    6.535    6.535    6.051
Edge of false imaginary branch, qa/2pi: 0.1150
Error at qa/2pi = 0.125, by spring (N/m):
  neighbour 3, assigned image -1: -11.3137
  neighbour 4, assigned image 0: -8.0000
  neighbour 5, assigned image 1: -2.8284
One-sided tie, imaginary part at 0.125: 20.0000 N/m
True long-wave modulus: 83.00 N/m; sound velocity: 7904 m/s
N, max commensurate error, max error at any q, modulus (N/m), sound velocity (m/s)
   4 4e-15  22.1676   -5.00 imaginary
   6 3e-14   8.3691   35.00 5133
   8 4e-14   3.7140   67.00 7102
  10 2e-14   0.0000   83.00 7904
  12 1e-14   0.0000   83.00 7904
3D crystal, reduced units; cells in supercell: 4
Commensurate q/(2pi): [(0.0, 0.0, 0.0), (0.25, 0.5, 0.0), (0.5, 0.0, 0.0), (0.75, 0.5, 0.0)]
Largest element of exact D: 9.335
Largest D error at commensurate q: 2e-07
Largest D error at q/(2pi) = [0.1, 0.2, 0.3]: 5.490
Supercell spectrum minus union of spectra: 2e-07
```
